Mean projected range and path length for equal-mass hard spheres

**Question**

I am working on an exercise in ion range theory. An ion moves through a random target of atoms with the same mass as the ion. All collisions are between hard spheres, the mean free path λ does not depend on energy, and there is no energy below which the ion is declared stopped. I am to show that the mean projected range is 3λ although the total path length diverges.

The divergence I can see: each collision leaves the ion with some fraction of its energy, never with zero except in a perfectly head-on hit, so it goes on flying one λ after another. But then how can it have a range at all? If it never stops, where is the end point whose depth I am supposed to average? And where does the 3 come from? I would also like to know whether the number means anything for a real implant, say silicon into silicon.

**Answer**

Your objection is sound. Without a cutoff there is no end point, and the statement needs a more careful reading: 3λ is the limit of the mean depth as the number of flights grows. It is also the limit of a genuine mean range, obtained by stopping the ion at an energy Ec and then letting Ec go to zero. Both limits are worked out below.

The assumptions are these. The target fills all space, its atoms are free and at rest, and their positions are random. Flight lengths are independent and exponentially distributed with mean λ. The first flight is along z. We follow the incoming ion itself, even when the struck atom leaves the collision with more energy.

**One collision**

Let n be the unit vector along the line of centres at contact, d the centre distance at contact, and b the impact parameter. Smooth spheres push on each other along n alone, so the ion keeps its velocity component perpendicular to n. Along n, call the ion's component w before the collision and p after it, and let t be the component given to the target atom. With equal masses, momentum and energy conservation read

p + t = w,  p² + t² = w².

Squaring the first and subtracting the second gives pt = 0. The solution t = 0 means that no collision took place, so p = 0: the ion loses its whole component along n. Its new velocity v′ is the part of v perpendicular to n.

The angle between v and n has sine b/d, so |v′| = |v| b/d. Since v − v′ is perpendicular to v′, we have v·v′ = |v′|², and the laboratory scattering angle θ obeys

cos θ = v·v′/(|v||v′|) = |v′|/|v| = b/d.

The energy ratio is therefore

E′/E = (b/d)² = cos²θ.

Impact points are spread uniformly over a disc of radius d. The probability that the impact parameter is less than b is b²/d², so u = (b/d)² is uniform between 0 and 1. Hence

⟨cos θ⟩ = ∫₀¹ √u du = 2/3.

This average does not depend on energy.

**The mean depth after N flights**

Let e_k be the direction of flight after k collisions, with e_0 = z. A collision gives

e_(k+1) = cos θ e_k + sin θ m,

where m is a unit vector perpendicular to e_k. All azimuths are equally likely, so m averages to zero and, for given e_k, the mean of e_(k+1) is (2/3)e_k. Repeating this k times gives

⟨e_k⟩ = (2/3)^k z.

Flight lengths are independent of directions, so flight k adds λ(2/3)^k to the mean depth. After N flights, numbered from k = 0 to N − 1, the geometric sum is

⟨z_N⟩ = λ[1 − (2/3)^N]/(1 − 2/3) = 3λ[1 − (2/3)^N] → 3λ.

The mean path length is Nλ, which diverges. The ion keeps flying, but its direction loses the memory of z, and late flights are as likely to lead back as forward. The first flight supplies λ of the limit and all later ones together supply 2λ.

**Why this is not yet a range**

Each flight has the same probability, 1/e, of being longer than λ, and flights are independent. In an endless sequence, infinitely many flights are therefore longer than λ (with probability one), and the position cannot settle. So 3λ is a limit of means, not the mean of a limiting position.

The mean square distance from the start shows the same thing. An exponential length has ⟨l²⟩ = 2λ², and two different lengths have ⟨l_i l_j⟩ = λ². By the argument above, directions separated by m collisions have mean scalar product q^m, with q = 2/3. There are N − m such pairs, so

⟨R_N²⟩ = 2Nλ² + 2λ² Σ (N − m)q^m,  m = 1 to N − 1.

The sum can be built from partial geometric sums: q^m occurs in each partial sum q + q² + … + q^M with M ≥ m, which is N − m times for M up to N − 1. Each partial sum equals q(1 − q^M)/(1 − q) = 2(1 − q^M). Thus

Σ (N − m)q^m = 2(N − 1) − 2q(1 − q^(N−1))/(1 − q)
= 2(N − 1) − 4(1 − q^(N−1))
= 2N − 6 + 6q^N,

where the last line uses 4q^(N−1) = 6q^N. The result is

⟨R_N²⟩ = 2λ²[3N − 6(1 − q^N)].

It grows as 6λ²N, the law of a diffusing particle, while the mean depth stays finite.

A simulation of 200 000 ions, using velocity vectors and random impact points, gave mean depths of 1.662λ, 2.605λ and 2.955λ after 2, 5 and 10 flights. The formula gives 1.667λ, 2.605λ and 2.948λ. After 30 flights it gave 3.030λ, with ⟨R²⟩ = 168.22λ² against 168.00λ² from the formula. An equal share of ⟨R²⟩ for each of the three directions would be 56λ²; the mean square depth is somewhat larger, about 61λ², because every ion starts along z. Subtracting the squared mean, 9λ², leaves a variance of roughly 50λ². The standard error of the last depth is then √(50/200 000) λ ≈ 0.016λ, so the excess of 0.030λ is about two standard errors.

**A true range: stop the ion at Ec**

Now let the ion stop where it is as soon as a collision leaves it with energy Ec or less. Write ε = Ec/E0, where E0 is the initial energy. Each ion now has an end point.

We need the mean number of flights at each energy. One collision multiplies the energy by u, so it increases s = ln(E0/E) by −ln u. The probability that −ln u exceeds a value x is the probability that u < e^(−x), which is e^(−x). The steps in s are thus exponential with mean 1. After k collisions, s has the probability density

s^(k−1) e^(−s)/(k − 1)!.

Summed over k = 1, 2, 3, …, this is e^s e^(−s) = 1. The mean number of post-collision energies in an interval ds is therefore ds, or dE/E in terms of energy. Each such energy above Ec starts one flight of mean length λ. Adding the first flight gives the mean path

S = λ[1 + ∫ dE/E] = λ[1 + ln(E0/Ec)],

with the integral running from Ec to E0.

For the depth, direction and energy must be treated together, because the same b fixes both. In every collision cos θ = √(E′/E). For a given sequence of energies, averaging over the azimuths leaves the product of these cosines, and the intermediate energies cancel:

⟨e_k·z⟩ = √(E_1/E0) √(E_2/E_1) … √(E_k/E_(k−1)) = √(E_k/E0).

With x = E/E0, the mean projected range is

Rp = λ[1 + ∫ √(E/E0) dE/E]
= λ[1 + ∫ x^(−1/2) dx],  x from ε to 1,
= λ[1 + 2(1 − √ε)]
= λ(3 − 2√ε).

As Ec → 0, Rp → 3λ while S → ∞. In the opposite limit, Ec → E0, both become λ: the ion makes one flight and stops at its first collision.

The spread follows by the same counting. A flight at energy E is followed by flights whose mean components along it add up to 2λ[1 − √(Ec/E)], which is the range formula without its first flight. With L = ln(1/ε), the squares of single flights give 2λ²(1 + L), and the pairs give 2λ² times

2(1 − √ε) + ∫ 2[1 − √(ε/x)] dx/x,  x from ε to 1.

The first term belongs to the initial flight and the integral to all later ones. Since ∫ √ε x^(−3/2) dx = 2 − 2√ε, the integral equals 2L − 4 + 4√ε. Adding everything,

⟨R²⟩ = 2λ²[1 + L + 2 − 2√ε + 2L − 4 + 4√ε]
= 2λ²[3L − 1 + 2√ε].

This diverges logarithmically as Ec → 0. A finite mean range does not imply a narrow depth profile.

**Numbers for silicon into amorphous silicon**

Take E0 = 1000 eV, a density of 50 atoms/nm³, d = 0.050 nm and Ec = 10 eV. These are round model values. The free path is one over density times cross-section:

λ = 1/(50 × π × 0.050²) nm = 2.546 nm.

The limiting range is 3λ = 7.64 nm. For the 10 eV cutoff, √ε = 0.1 and

Rp = 2.546 × (3 − 0.2) nm = 7.13 nm,
S = 2.546 × (1 + ln 100) nm = 14.27 nm.

Lowering Ec to 1 eV raises the range only to 7.48 nm, but the path to 20.14 nm. Each further factor of ten adds λ ln 10 ≈ 5.9 nm of path. The simulation with the 10 eV cutoff gave a range of 7.14 nm and a path of 14.27 nm. The standard deviation of depth was 6.20 nm, nearly as large as the mean.

**How far this can be trusted for a real implant**

The numbers above rest on a constant free path, which real atoms do not provide. To size the error, take the universal Ziegler–Biersack–Littmark (ZBL) repulsion between two atoms with Z = 14,

V(r) = Z²e²φ(r/a)/(4πε₀r),  a = 0.8854a₀/(2Z^0.23),
φ(x) = 0.18175e^(−3.1998x) + 0.50986e^(−0.94229x) + 0.28022e^(−0.4029x) + 0.02817e^(−0.20162x),

where a₀ is the Bohr radius. For equal masses, half the laboratory energy is available in the centre-of-mass frame, so a head-on collision reaches the distance d(E) at which V(d) = E/2. This is 0.049 nm at 1000 eV, close to the chosen diameter, but 0.173 nm at 10 eV. The corresponding free path falls from 2.66 nm to 0.21 nm. The latter is shorter than the mean atomic spacing, 50^(−1/3) nm ≈ 0.27 nm, so separate two-body collisions are themselves doubtful there.

For hard spheres, the sequence of energies does not depend on the flight lengths, so a changing free path simply goes inside the integral:

Rp = λ(E0) + ∫ λ(E) √(E/E0) dE/E.

With the same 10 eV cutoff this gives 4.96 nm, 30% below the constant-λ value of 7.13 nm.

Real atoms also deflect each other softly. Let R(E) be the mean range along the starting direction. After the first flight, of length ℓ, the ion has energy E′ and its new direction has mean component cos θ along the old one. Therefore

R(E) = ℓ + ⟨cos θ R(E′)⟩,  with R = 0 at energies below Ec.

I took ℓ equal to the mean atomic spacing and impact parameters uniform over a disc of area 1/(50ℓ), with ℓ in nm. The classical centre-of-mass deflection is

χ = π − 2b ∫ dr/{r² √[1 − 2V(r)/E − b²/r²]},

from the closest approach to infinity. In the laboratory, the ion's velocity is the sum of the centre-of-mass velocity and a vector of equal length turned by χ. The sum bisects the angle between them, so θ = χ/2 and E′ = E cos²θ. Numerical solution gives 3.77 nm; doubling the disc area and halving ℓ gives 3.74 nm, and still larger discs level off near 3.72 nm, so the ZBL value is 3.7 to 3.8 nm. It depends much more on the potential: the Molière potential with the Firsov screening length gives about 2.9 nm. For this example, then, 3λ overestimates the soft-collision range by a factor of about two with the ZBL potential and about 2.6 with the Molière potential. The 3.8 nm is a calculated reference, not a measurement: it omits electronic energy loss, crystal channels, atomic binding and many-body collisions.

Electronic loss is not negligible. The Lindhard–Scharff force is proportional to speed; its initial value is

F0 = 8πN (e²/4πε₀) a₀ Z^(1/6) Z² (v/v₀)/(2Z^(2/3))^(3/2),

where N is the atomic density, v the initial speed and v₀ the Bohr speed. For an ion mass of 28 u, F0 = 27.9 eV/nm. If the loss is evaluated along the undisturbed hard-sphere motion, the force during a flight at energy E is F0√(E/E0). The weighted sum of flight lengths is the one already found for Rp, so the mean loss is

F0 Rp = 27.9 × 7.13 eV ≈ 199 eV,

or 20% of the initial energy. Soft collisions also obey cos θ = √(E′/E), so the same argument applies to them with their own, shorter range: 27.9 × 3.8 eV ≈ 106 eV, or roughly 10%. These are first-order figures for the neglected loss, not for the resulting change in range. They are too high, because the loss itself slows the ion and so weakens the force. With the loss included in the motion, the figures are about 163 eV for hard spheres and 95 eV for soft collisions, and the soft-collision range falls to about 3.6 nm.

A wafer also has a surface. In the constant-λ simulation, 7.2% of the ions crossed the entrance plane before stopping, and the mean depth of the others was 7.91 nm instead of 7.14 nm. This fraction belongs to the hard-sphere model; with soft ZBL collisions only about 1% of the ions cross that plane. Thermal motion matters much later: at 300 K the thermal energy is 0.026 eV, far below the 10 eV cutoff. It does rule out taking Ec → 0 literally, since an ion that slow can gain energy from the target atoms. Putting Ec equal to that thermal energy in the formulas gives a range of 7.61 nm and a path of 29.45 nm. The range is then within 1% of 3λ, while the path is still growing with every reduction of Ec.

Values computed for the example and the checks

```
Initial energy: 1000 eV
Stopping energy: 10 eV
Atomic density: 50 nm^-3
Hard-sphere diameter: 0.050 nm
Mean free path: 2.546 nm
Limiting mean projected range: 7.64 nm
Mean lab cosine by quadrature: 0.666667
Simulation without cutoff (N, <z>/lam, <R^2>/lam^2):
   1  0.997  1.99
   2  1.662  5.30
   5  2.605  19.59
  10  2.955  48.34
  20  3.026  108.14
  30  3.030  168.22
Cutoff law (Ec in eV, range in nm, path in nm):
  100  6.03  8.41
  10  7.13  14.27
  1  7.48  20.14
  0.02585  7.61  29.45
Simulation with the 10 eV cutoff:
  mean projected range: 7.14 nm
  mean path length: 14.27 nm
  standard deviation of depth: 6.20 nm
  rms distance from start, formula: 12.99 nm
  fraction escaping through surface: 0.072
  mean depth of retained ions: 7.91 nm
Neglected effects, with the 10 eV cutoff:
  ZBL head-on distance at 1000 eV: 0.0489 nm
  ZBL head-on distance at 10 eV: 0.1726 nm
  free path from it at 1000 eV: 2.661 nm
  free path from it at 10 eV: 0.214 nm
  range, changing hard spheres: 4.96 nm
  range, soft ZBL scattering: 3.77 nm
  same, doubled collision area: 3.74 nm
  initial electronic force: 27.9 eV/nm
  first-order electronic loss: 199 eV
  electronic loss / initial energy: 0.199
  thermal energy at 300 K: 0.0259 eV
```
